Amdahl's law and the core count at half parallel efficiency

**Problem**

A self-consistent electronic-structure calculation takes 20 equal iterations. On one core each iteration lasts 1800 s. Of this, 36 s is work that can run on one core only, such as reading and writing files or handling a matrix that the code does not distribute. The other 1764 s can be shared among cores. The serial share of the one-core time is therefore

36 s / 1800 s = 0.02,

or two percent. The whole run takes 20 × 1800 s = 36 000 s, which is 10 h.

The same calculation, with the same atoms, basis and number of iterations, is now given N identical cores. They are reserved, and charged for, from start to finish. Assume that the shareable work divides evenly at no extra cost, and that it does not overlap in time with the serial work.

Parallel efficiency is the speedup divided by the number of cores. At which N has it fallen to one half? What does the run then cost, and how far can the answer be trusted on a real machine?

**A tempting solution, which is wrong**

Each iteration has two phases. In the serial phase the machine waits, and in the parallel phase every core works. The machine is thus half used when the two phases last equally long:

36 s = 1764 s / N.

This gives N = 1764/36 = 49, so the efficiency should be one half at 49 cores.

**Where the fault lies**

Put N = 49 into the definition. Each phase lasts 36 s, so an iteration takes 72 s. The speedup is 1800/72 = 25, and the efficiency is

25/49 = 0.510,

which is more than one half. The argument counted the serial phase as pure waste, but one of the 49 cores is doing necessary work during that phase. The average use of the machine is

½ × (1/49) + ½ × 1 = 25/49,

and the first term is what was left out.

The slip looks harmless here because 1/49 is small. It is plain when the serial share is large. If half of the one-core time is serial, equal phases occur at N = 1. But a single core has efficiency 1, not one half.

**The right solution**

Let T₁ be the one-core time, s the serial share of T₁, and T(N) the wall time on N cores. The one-core time splits into two parts:

T₁ = s T₁ + (1 − s) T₁.

The first part is unchanged by further cores. The second is divided by N, by the assumption of even sharing. As the parts do not overlap, their durations add:

T(N) = T₁ [s + (1 − s)/N].

The speedup is S(N) = T₁/T(N). The factor T₁ cancels, which leaves Amdahl's law:

S(N) = 1 / [s + (1 − s)/N].

The efficiency is E(N) = S(N)/N. Multiplying the bracket by N gives

E(N) = 1 / [sN + (1 − s)] = 1 / [1 + s(N − 1)].

For s > 0 each added core raises the denominator by s, so E falls steadily from E(1) = 1 and can equal one half at one value of N at most. To find it, set the denominator equal to 2:

1 + s(N − 1) = 2
s(N − 1) = 1
N = 1 + 1/s.

With s = 0.02 we have 1/s = 50, and therefore

N = 51.

Since 1/s is a whole number here, the efficiency equals one half at a core count that can really be chosen. For other values of s, the first core count with an efficiency of one half or less is 1 + 1/s rounded up.

The wrong argument, written in general form, sets s = (1 − s)/N and gives N = 1/s − 1. It falls short of the right answer by two cores whatever the value of s.

**The result as core-time**

The charged core-time is N T(N). From the wall time above,

N T(N) = T₁ [sN + 1 − s] = T₁ + (N − 1) s T₁.

The first term is the useful work. The second is the waiting of N − 1 cores during a serial phase of total length s T₁. Half efficiency means that the two terms are equal, so that as much core-time is idle as is useful.

In the example s T₁ = 0.02 × 10 h = 0.2 h, so each core beyond the first adds 0.2 core-hours to the bill. At 51 cores the idle part is 50 × 0.2 = 10 core-hours, the useful part is also 10 core-hours, and the charge is 20 core-hours.

The wall time of one iteration is

36 s + 1764 s / 51 = 36 s + 34.588 s = 70.588 s,

and the run takes 20 times as long, 1411.76 s, or about 23.5 minutes. The speedup is 1800/70.588 = 25.5. The serial work, two percent of the one-core time, now fills 36/70.588 = 51 percent of the wall time.

The same formulas give the following values for the whole run:

N = 1: 36 000 s, efficiency 1
N = 10: 4248 s, efficiency 0.847
N = 25: 2131 s, efficiency 0.676
N = 50: 1426 s, efficiency 0.505
N = 51: 1412 s, efficiency 0.500
N = 52: 1398 s, efficiency 0.495
N = 100: 1073 s, efficiency 0.336
N = 200: 896 s, efficiency 0.201

Nothing abrupt happens at 51. The run still gets faster with more cores, but each second saved costs more core-time.

**Few cores and many cores**

When s(N − 1) is much smaller than 1, the efficiency is close to 1 − s(N − 1), and each added core costs about two percentage points. When sN is much larger than 1, the efficiency approaches 1/(sN). The speedup then approaches the ceiling

S(N → ∞) = 1/s = 50.

No number of cores reaches this ceiling within the model. With 5100 cores the speedup is 49.5.

The ceiling gives a second reading of the number 49. Half of the ceiling is a speedup of 25, and this is reached when s + (1 − s)/N = 2s, that is, at N = (1 − s)/s = 49. Half of the greatest possible speedup and half of the ideal speedup N are different conditions.

The same number also answers a question about cost. Suppose that wall time and charged core-time matter equally, in the sense that their product should be small. In units of T₁² the product is

N [s + (1 − s)/N]² = s²N + 2s(1 − s) + (1 − s)²/N.

The first and last terms can be joined into a square:

s²N + (1 − s)²/N = [s√N − (1 − s)/√N]² + 2s(1 − s).

The square is smallest when it vanishes, which requires sN = 1 − s, so N = 49. Equal phases are thus a sensible target for that particular compromise, but they do not mark half efficiency.

If the target is some other efficiency E, solving 1 + s(N − 1) = 1/E gives

N = 1 + (1/E − 1)/s.

For E = 0.8 and s = 0.02 this is 1 + 0.25/0.02 = 13.5, so 13 cores are the most that keep the efficiency at 80 percent or above.

**Two percent of which time?**

The share s refers to the one-core time. A timing report from a parallel run gives another quantity: the share σ of the wall time on N cores that is serial. During the share σ one core works, and during the rest all N do, so the efficiency is

E = σ/N + (1 − σ) = 1 − σ(1 − 1/N).

If a report from a 51-core run shows σ = 0.02, the efficiency is 1 − 0.02 × 50/51 = 0.98, far above one half. To convert σ into s, count the work in units of the wall time. The serial work is σ and the parallel work is (1 − σ)N, hence

s = σ / [σ + (1 − σ)N].

Here s = 0.02/(0.02 + 0.98 × 51) = 0.02/50 = 0.0004, and half efficiency would come only at 1 + 2500 = 2501 cores.

The condition of fixed size matters for a related reason. Suppose that the parallel work is enlarged in proportion to N while the serial work stays the same. The parallel phase then keeps its length, σ stays at 0.02, and the efficiency remains above 0.98 for every N. In a real calculation a larger cell usually enlarges the serial work too, so this case is favourable.

**Uncertainty of the serial share**

Because 1/s dominates the answer, an error in s passes almost fully into the core count. Differentiating N = 1 + 1/s gives dN = −ds/s². Dividing by N = (1 + s)/s then gives

dN/N = −(ds/s)/(1 + s).

For larger errors the full formula is needed. If the serial time per iteration is 27 s or 45 s instead of 36 s, with the total held at 1800 s, then s is 0.015 or 0.025. The half-efficiency point moves to 67.7 or to 41 cores. Equal errors in s give unequal shifts, because 1/s is a curved function.

The share can be found from two wall times without looking inside the code. From N T(N)/T₁ = 1 + s(N − 1),

s = [N T(N)/T₁ − 1] / (N − 1).

With the 10-core time of the example, 10 × 4248/36 000 = 1.18, and s = 0.18/9 = 0.02, as it must be.

The choice of N decides how well this works. If T(N) has a relative error ε and T₁ is taken as known, the error in s is ε N T(N)/[T₁(N − 1)]. For N = 2 the factor is 1.02, so a timing error of one percent shifts s by 0.0102, about half of its value. For N = 10 the factor is 1.18/9 = 0.131, and the same timing error shifts s by 0.0013, between six and seven percent of its value. A test on two cores is therefore a poor basis for predicting a run on fifty.

**What a real machine adds**

Amdahl's law leaves out several costs. Four of them are estimated below for 51 cores, each alone, with the 36 s of serial work held fixed. The hardware figures are rough typical values for servers, and the other parameters are round choices. The estimates should not be added together, since the effects influence one another.

*Indivisible tasks.* Calculations on crystals are often shared out by k-points, the sampled wave vectors, and one k-point may be the smallest piece of work. Take 64 equal tasks per iteration, each of 1764/64 = 27.56 s. On 51 cores the first round handles 51 tasks and the second handles 13, while 38 cores wait. The iteration takes 36 + 2 × 27.56 = 91.1 s, and the efficiency drops to

1800 / (51 × 91.1) = 0.387.

Two rounds are also enough on 32 cores, which give the same wall time with an efficiency of 0.617. With 31 cores a third round is needed for the last two tasks. The iteration then takes 118.7 s and the efficiency is 0.489. So with coarse tasks the efficiency no longer falls steadily, and it can cross one half more than once. With 1000 tasks per iteration, 20 rounds of 1.764 s are needed on 51 cores, and the efficiency is 0.495, close to the ideal value.

*Communication.* Let each iteration contain 100 collective operations, in which data of 16 MB pass through all cores. This is the size of one million complex numbers in double precision. In a doubling tree the number of cores reached doubles at each stage, so 51 cores need 6 stages, because 2⁵ = 32 is too few and 2⁶ = 64 is enough. With a delay of 2 μs and a transfer rate of 10 GB/s, a stage takes 1.602 ms. The total is 100 × 6 × 1.602 ms = 0.961 s per iteration, and the efficiency becomes 0.493. This counts one pass through the tree. A sum that is gathered and sent back to all cores needs two passes, which gives 0.487, while schemes that split large messages into pieces cost less than a single pass. Larger messages or a lower transfer rate would raise this cost almost in proportion, since the delay is a very small part of each stage.

*Clock frequency.* A processor often runs faster when only one core is busy. Take 3.5 GHz for one busy core and 2.8 GHz when all are busy, and let the speed of the work follow the clock. The parallel phase then lasts 34.588 × 3.5/2.8 = 43.2 s instead of 34.6 s, and the efficiency is 1800/(51 × 79.2) = 0.445. This assumes that the waiting cores rest during the serial phase. If they stay busy polling for messages, the serial phase also runs at 2.8 GHz, and the efficiency is 0.5 × 2.8/3.5 = 0.400.

*Memory bandwidth.* Cores in one node share the path to memory. Let 30 percent of the parallel work be limited by this path, with one core drawing 12 GB/s and the node supplying 300 GB/s. Let all cores do this work at the same time, as they do when the code moves through its steps together. The path is then full at 300/12 = 25 cores. Beyond that number the memory-limited work, 0.3 × 1764 = 529.2 s on one core, takes 529.2/25 = 21.17 s however many cores are added. The remaining 1234.8 s still divides by N. On 51 cores the iteration takes

36 + 24.21 + 21.17 = 81.38 s,

and the efficiency is 1800/(51 × 81.38) = 0.434. This loss rests on the memory phases falling together. If the cores reached this work at scattered times, 51 of them would draw on average only 51 × 0.3 × 12 = 184 GB/s, the path would rarely be full, and the efficiency would stay near 0.500. The rest of this estimate keeps the simultaneous case.

For this case the new half-efficiency point follows from requiring that the charged core-time be twice the useful one, N T(N) = 3600 s:

36N + 1234.8 + 21.17N = 3600
57.17N = 2365.2
N = 41.4.

The first whole core count at or below one half is 42, nine cores earlier than in Amdahl's model. A timing that knows nothing of memory would put the loss down to serial work. With E = 0.434 at 51 cores, the formula for s gives (1/0.434 − 1)/50 = 0.026, although the true serial share is still 0.02. A share fitted to wall times thus collects every overhead present at that core count, and it need not hold at another.

**Use in planning calculations**

For work on chip materials, the timing split depends on the code, the cell and the machine, so the two percent of this problem is a round choice and not a property of any material. A small crystal cell may offer many k-points and little work in each. A large cell for an interface or a defect may have one or a few k-points, and must then be divided inside each of them, where communication weighs more. Among the four estimates above, the coarse division into 64 tasks moves the efficiency most, from 0.500 to 0.387. The order could differ for other parameters. A short timing series on the intended machine, with the intended cell, settles the matter better than an assumed share.

Such studies often need many similar runs, for example one for each strain or defect position. Suppose that two runs like the one above are to be done on 50 cores. One after the other, each using all 50 cores, they take 2 × 1425.6 = 2851 s. Side by side on 25 cores each, they take 2131 s. The saving follows from the law:

2T(N) − T(N/2) = 2sT₁ + 2(1 − s)T₁/N − sT₁ − 2(1 − s)T₁/N = sT₁.

The parallel terms cancel, and one serial time, 0.02 × 36 000 s = 720 s, is saved, because only 24 cores instead of 49 wait during each serial phase, while the other run goes on with its own work. The idle core-time falls by 2 × 25 × 720 s, which is 720 s on 50 cores, whether or not the two serial phases coincide. This holds if the memory is large enough for both runs and their serial phases do not slow each other down, as they might when both write to the same disk. A full path to memory does not by itself remove the gain. In the bandwidth estimate above, one run on 50 cores already fills the path, so the memory-limited work of two runs takes no longer side by side than one after the other. When a single result is needed as soon as possible, more cores on one run remain the better choice within Amdahl's law, even below half efficiency. The extra costs can break this rule: with 64 indivisible tasks, 51 cores finish no sooner than 32.
